# How site symmetry limits the electric field gradient tensor: a numerical check

```python
# Result under test: the electric-field-gradient (EFG) tensor V at a nucleus,
# symmetric and traceless, keeps N free components under its site point group:
# N = 5 triclinic, 3 monoclinic, 2 orthorhombic, 1 for a single axis of order
# three or more, 0 cubic.  Invariance means V = R V R^T for each operation R.
# Character count: N = average over the group of 1 + 2 cos(t) + 2 cos(2t),
# t = rotation angle of the proper part of R (R times its determinant).
from itertools import permutations
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
E = np.eye(3)


def rot(order, axis):
    axis = np.array(axis, float)
    return Rotation.from_rotvec(2*pi/order*axis/np.linalg.norm(axis)).as_matrix()


def efg(charges, positions):
    """EFG at the origin, in units where 1/(4 pi eps0) = 1."""
    r = np.linalg.norm(positions, axis=1)
    outer = np.einsum('n,ni,nj->ij', 3*charges/r**5, positions, positions)
    return outer - E*np.sum(charges/r**3)


def generate(generators):
    group = [E]
    for g in group:                      # the list grows while it is scanned
        for h in generators:
            new = h @ g
            if not any(np.allclose(new, k, atol=1e-8) for k in group):
                group.append(new)
                assert len(group) <= 48
    return group


def character(R):
    proper = R*np.sign(np.linalg.det(R))
    t = np.arccos(np.clip((np.trace(proper) - 1)/2, -1, 1))
    return 1 + 2*np.cos(t) + 2*np.cos(2*t)


def free_count(group):
    mean = np.mean([character(R) for R in group])
    assert abs(mean - round(mean)) < 1e-6
    return int(round(mean))


# --- point-charge EFG against finite differences of the potential
q = rng.normal(size=5)
pos = rng.normal(size=(5, 3))
pos *= (rng.uniform(1, 2, 5)/np.linalg.norm(pos, axis=1))[:, None]
h = 1e-3


def potential(x):
    return np.sum(q/np.linalg.norm(x - pos, axis=1))


V = efg(q, pos)
numeric = np.array([[(potential(h*(a+b)) - potential(h*(a-b))
                      - potential(h*(b-a)) + potential(-h*(a+b)))/(4*h*h)
                     for b in E] for a in E])
assert np.allclose(V, numeric, atol=3e-4)     # error of order h^2
assert abs(np.trace(V)) < 1e-12

# --- moving the charges transforms V; inversion leaves it unchanged
R = -Rotation.random(random_state=3).as_matrix()
assert np.allclose(efg(q, pos @ R.T), R @ V @ R.T)
assert np.allclose(efg(q, -pos), V)


# --- phases of the combinations V_m under a rotation about z
def combos(T):
    return np.array([T[2, 2], T[0, 2] + 1j*T[1, 2],
                     T[0, 0] - T[1, 1] + 2j*T[0, 1]])


angle = 0.83
Rz = Rotation.from_rotvec([0, 0, angle]).as_matrix()
assert np.allclose(combos(efg(q, pos @ Rz.T)),
                   np.exp(1j*angle*np.arange(3))*combos(V))

# --- character formula against the trace of the action on five basis tensors
basis = np.array([np.diag([-1, -1, 2])/6**.5, np.diag([1, -1, 0])/2**.5]
                 + [(np.outer(E[i], E[j]) + np.outer(E[j], E[i]))/2**.5
                    for i, j in ((0, 1), (0, 2), (1, 2))])


def action(R):
    return np.einsum('aij,ik,bkl,jl->ab', basis, R, basis, R)


for order in (1, 2, 3, 4, 6):
    R = rot(order, [1, 2, 3])
    assert abs(np.trace(action(R)) - character(R)) < 1e-6
    assert abs(np.trace(action(-R)) - character(R)) < 1e-6
    print(f"character, rotation by {360/order:.0f} deg: {character(R):.0f}")

# --- two threefold axes only 10 degrees apart already leave nothing
tilt = np.radians(10)
pair = [rot(3, [0, 0, 1]), rot(3, [np.sin(tilt), 0, np.cos(tilt)])]
conditions = np.vstack([action(R) - np.eye(5) for R in pair])
assert np.linalg.matrix_rank(conditions, tol=1e-8) == 5
assert np.linalg.matrix_rank(conditions[:5], tol=1e-8) == 4

# --- all 32 crystallographic point groups: generators and known orders
I = -E
z2, z3, z4, z6 = (rot(n, [0, 0, 1]) for n in (2, 3, 4, 6))
x2, d3 = rot(2, [1, 0, 0]), rot(3, [1, 1, 1])
families = {
    'triclinic': {'1': ([], 1), '-1': ([I], 2)},
    'monoclinic': {'2': ([z2], 2), 'm': ([-z2], 2), '2/m': ([z2, I], 4)},
    'orthorhombic': {'222': ([z2, x2], 4), 'mm2': ([z2, -x2], 4),
                     'mmm': ([z2, x2, I], 8)},
    'trigonal': {'3': ([z3], 3), '-3': ([z3, I], 6), '32': ([z3, x2], 6),
                 '3m': ([z3, -x2], 6), '-3m': ([z3, x2, I], 12)},
    'tetragonal': {'4': ([z4], 4), '-4': ([-z4], 4), '4/m': ([z4, I], 8),
                   '422': ([z4, x2], 8), '4mm': ([z4, -x2], 8),
                   '-42m': ([-z4, x2], 8), '4/mmm': ([z4, x2, I], 16)},
    'hexagonal': {'6': ([z6], 6), '-6': ([-z6], 6), '6/m': ([z6, I], 12),
                  '622': ([z6, x2], 12), '6mm': ([z6, -x2], 12),
                  '-6m2': ([-z6, x2], 12), '6/mmm': ([z6, x2, I], 24)},
    'cubic': {'23': ([z2, d3], 12), 'm-3': ([z2, d3, I], 24),
              '432': ([z4, d3], 24), '-43m': ([-z4, d3], 24),
              'm-3m': ([z4, d3, I], 48)}}
claimed = dict(triclinic=5, monoclinic=3, orthorhombic=2, trigonal=1,
               tetragonal=1, hexagonal=1, cubic=0)
total = 0
for family, members in families.items():
    found = set()
    for name, (generators, order) in members.items():
        group = generate(generators)
        assert len(group) == order, name
        tensors = []
        for _ in range(20):              # random charge repeated by the group
            seed = rng.normal(size=3)
            seed *= rng.uniform(1, 2)/np.linalg.norm(seed)
            orbit = np.array([g @ seed for g in group])
            tensors.append(efg(np.ones(order), orbit))
        tensors = np.array(tensors)
        singular = np.linalg.svd(tensors.reshape(20, 9), compute_uv=False)
        rank = int(np.sum(singular > 1e-8))
        assert rank == free_count(group) == claimed[family], name
        if rank <= 3:
            assert np.allclose(tensors[:, :2, 2], 0, atol=1e-10)
        if rank <= 2:
            assert np.allclose(tensors[:, 0, 1], 0, atol=1e-10)
        if rank <= 1:
            assert np.allclose(tensors[:, 0, 0], tensors[:, 1, 1], atol=1e-10)
        found.add(rank)
        total += 1
    print(f"{family}: {len(members)} groups, free components {found.pop()}")
assert total == 32
print("point groups tested:", total)

# --- sites of the ideal cubic perovskite ABX3, coordinates in half cell edges
cubic_ops = [np.rint(g).astype(int) for g in generate([z4, d3, I])]
atoms = {'A': [(0, 0, 0)], 'B': [(1, 1, 1)],
         'X': [(1, 1, 0), (1, 0, 1), (0, 1, 1)]}
site_results = []
for site in atoms:
    centre = np.array(atoms[site][0])
    kept = []
    for g in cubic_ops:
        if all({tuple(int(c) for c in (g @ (np.array(p) - centre) + centre) % 2)
                for p in places} == set(places) for places in atoms.values()):
            kept.append(g.astype(float))
    site_results.append((len(kept), free_count(kept)))
    print(f"perovskite site {site}: {len(kept)} operations, "
          f"free components {free_count(kept)}")
assert site_results == [(48, 0), (48, 0), (16, 1)]

# --- worked example: six charges -e, symmetry lowered in stages
a, b, c, tilt_deg, azimuth_deg = 200.0, 205.0, 220.0, 2.0, 30.0   # pm, degrees
t, az = np.radians([tilt_deg, azimuth_deg])
x_tilted = np.array([np.cos(t), np.sin(t), 0])
z_tilted = np.array([np.sin(t)*np.cos(az), np.sin(t)*np.sin(az), np.cos(t)])
stages = {'cubic': (a*E[0], a*E[1], a*E[2]),
          'tetragonal': (a*E[0], a*E[1], c*E[2]),
          'orthorhombic': (a*E[0], b*E[1], c*E[2]),
          'monoclinic': (a*x_tilted, b*E[1], c*E[2]),
          'triclinic': (a*x_tilted, b*E[1], c*z_tilted)}
unit = 1e20                                       # V/m^2
scale = -e/(4*pi*epsilon_0)/(1e-12)**3/unit       # charge -e, lengths in pm
print(f"distances a, b, c: {a:.0f}, {b:.0f}, {c:.0f} pm")
print(f"tilt {tilt_deg:.0f} deg, azimuth {azimuth_deg:.0f} deg")
print(f"e/(4 pi eps0 a^3) = {-scale/a**3:.4f} x 1e20 V/m^2")
print("tensors and principal values below in 1e20 V/m^2")


def show(values):
    return ", ".join(f"{round(float(v), 4) + 0.0:.4f}" for v in values)


orders, counts = [], []
for name, half in stages.items():
    P = np.vstack([half, -np.array(half)])
    gram = P @ P.T/a**2
    ops = []
    for p in permutations(range(6)):     # relabellings that keep the geometry
        p = list(p)
        if np.allclose(gram[np.ix_(p, p)], gram, rtol=0, atol=1e-8):
            ops.append((np.linalg.pinv(P) @ P[p]).T)
    N = free_count(ops)
    orders.append(len(ops))
    counts.append(N)
    V = scale*efg(np.ones(6), P)
    five = [V[2, 2], V[0, 0] - V[1, 1], V[0, 1], V[0, 2], V[1, 2]]
    assert np.sum(np.abs(five) > 1e-6) == N
    print(f"{name}: {len(ops)} operations, free components {N}")
    print("  Vxx, Vyy, Vzz:", show(np.diag(V)))
    print("  Vxy, Vxz, Vyz:", show([V[0, 1], V[0, 2], V[1, 2]]))
    if N == 0:
        continue
    values, vectors = np.linalg.eigh(V)
    rank_order = np.argsort(np.abs(values))
    X, Y, Z = values[rank_order]
    eta = abs((X - Y)/Z)
    print("  principal VXX, VYY, VZZ:", show([X, Y, Z]), f" eta = {eta:.4f}")
    major = vectors[:, rank_order[2]]
    if name == 'tetragonal':
        assert np.isclose(V[2, 2], 4*scale*(1/c**3 - 1/a**3)) and eta < 1e-8
    if name == 'monoclinic':
        assert abs(abs(major[2]) - 1) < 1e-10      # one axis fixed along z
        alpha = 0.5*np.arctan(2*V[0, 1]/(V[0, 0] - V[1, 1]))
        low = np.linalg.eigh(V[:2, :2])[1][:, 0]   # in-plane axis nearest x
        assert abs(abs(low @ [np.cos(alpha), np.sin(alpha)]) - 1) < 1e-10
        print(f"  in-plane axes turned by {np.degrees(alpha):.2f} deg from x, y")
    if name == 'triclinic':
        off = np.degrees(np.arccos(min(1.0, abs(major[2]))))
        assert off > 0.1
        print(f"  angle between principal Z axis and z: {off:.2f} deg")
assert orders == [48, 16, 8, 4, 2]
assert counts == [0, 1, 2, 3, 5]

print("success")
```

Printed output:

```
character, rotation by 360 deg: 5
character, rotation by 180 deg: 1
character, rotation by 120 deg: -1
character, rotation by 90 deg: -1
character, rotation by 60 deg: 1
triclinic: 2 groups, free components 5
monoclinic: 3 groups, free components 3
orthorhombic: 3 groups, free components 2
trigonal: 5 groups, free components 1
tetragonal: 7 groups, free components 1
hexagonal: 7 groups, free components 1
cubic: 5 groups, free components 0
point groups tested: 32
perovskite site A: 48 operations, free components 0
perovskite site B: 48 operations, free components 0
perovskite site X: 16 operations, free components 1
distances a, b, c: 200, 205, 220 pm
tilt 2 deg, azimuth 30 deg
e/(4 pi eps0 a^3) = 1.8000 x 1e20 V/m^2
tensors and principal values below in 1e20 V/m^2
cubic: 48 operations, free components 0
  Vxx, Vyy, Vzz: 0.0000, 0.0000, 0.0000
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
tetragonal: 16 operations, free components 1
  Vxx, Vyy, Vzz: -0.8952, -0.8952, 1.7905
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.8952, -0.8952, 1.7905  eta = 0.0000
orthorhombic: 8 operations, free components 2
  Vxx, Vyy, Vzz: -1.1523, -0.3812, 1.5335
  Vxy, Vxz, Vyz: 0.0000, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.3812, -1.1523, 1.5335  eta = 0.5029
monoclinic: 4 operations, free components 3
  Vxx, Vyy, Vzz: -1.1391, -0.3943, 1.5335
  Vxy, Vxz, Vyz: -0.3767, 0.0000, 0.0000
  principal VXX, VYY, VZZ: -0.2370, -1.2964, 1.5335  eta = 0.6908
  in-plane axes turned by 22.66 deg from x, y
triclinic: 2 operations, free components 5
  Vxx, Vyy, Vzz: -1.1465, -0.3968, 1.5433
  Vxy, Vxz, Vyz: -0.3810, -0.2451, -0.1415
  principal VXX, VYY, VZZ: -0.2379, -1.3335, 1.5714  eta = 0.6972
  angle between principal Z axis and z: 5.68 deg
success
```
